# Heat current for many-body potentials and the failure of per-atom stress

## Definitions and conventions

The system has \(N\) classical atoms with masses \(m_i\), positions \(\mathbf r_i\) and velocities \(\mathbf v_i\), and no external field. The potential energy is a sum of site energies, \(U=\sum_i U_i\). Each \(U_i\) is unchanged by a rigid translation or rotation, so it is a function of the separations \(\mathbf r_{ij}=\mathbf r_j-\mathbf r_i\), \(j\ne i\). Define

\[ E_i=\tfrac12 m_i v_i^2+U_i,\qquad \mathbf G_{ij}=\frac{\partial U_i}{\partial \mathbf r_{ij}} . \]

The energy current is the rate of change of the first moment of the energy,

\[ \mathbf J=\frac{d}{dt}\sum_i \mathbf r_iE_i , \tag{1}\]

an extensive quantity in W m. A shift of origin by \(\mathbf c\) adds \(\mathbf c\,d(\sum_iE_i)/dt=0\). For tensors, \((\mathbf a\otimes\mathbf b)^{\alpha\beta}=a^\alpha b^\beta\) and \((\mathbf a\otimes\mathbf b)\mathbf v=\mathbf a(\mathbf b\cdot\mathbf v)\): the first index is the direction of flow, the second contracts with the velocity. Per-atom tensors are virials, in joules; the potential part of the stress is minus their sum over the volume.

A term is a piece \(u\) of \(U\) that depends on a set of atoms \(k\). It exerts the forces \(\mathbf f_k=-\partial u/\partial\mathbf r_k\), and its energy is given to the atoms in constant shares \(w_k\) with \(\sum_kw_k=1\). Translation invariance gives \(\sum_k\mathbf f_k=0\) and rotation invariance gives \(\sum_k\mathbf r_k\times\mathbf f_k=0\). The term virial \(\mathsf w=\sum_k\mathbf r_k\otimes\mathbf f_k\) is therefore independent of origin and symmetric, since \(\mathbf a\otimes\mathbf b-\mathbf b\otimes\mathbf a\) has the components of \(\mathbf a\times\mathbf b\).

## The current from site-energy derivatives

For \(j\neq i\), \(U_i\) depends on \(\mathbf r_j\) through \(\mathbf r_{ij}\) alone, so \(\partial U_i/\partial\mathbf r_j=\mathbf G_{ij}\), while \(\mathbf r_i\) enters every \(\mathbf r_{ij}\) with a minus sign, so \(\partial U_i/\partial\mathbf r_i=-\sum_{j\ne i}\mathbf G_{ij}\). The force is

\[ \mathbf F_i=-\sum_j\frac{\partial U_j}{\partial\mathbf r_i}=\sum_{j\ne i}\mathbf F_{ij},\qquad \mathbf F_{ij}=\mathbf G_{ij}-\mathbf G_{ji}=-\mathbf F_{ji}. \tag{2}\]

Newton's equation and the chain rule give

\[ \dot E_i=\mathbf F_i\cdot\mathbf v_i+\sum_{j\neq i}\mathbf G_{ij}\cdot(\mathbf v_j-\mathbf v_i)=\sum_{j\ne i}\left(\mathbf G_{ij}\cdot\mathbf v_j-\mathbf G_{ji}\cdot\mathbf v_i\right), \tag{3}\]

because the \(\mathbf G_{ij}\cdot\mathbf v_i\) in the force term cancels the one in the chain-rule term. The summand changes sign under \(i\leftrightarrow j\); it is the power passed from \(j\) to \(i\). Equation (1) becomes \(\mathbf J=\sum_iE_i\mathbf v_i+\mathbf J_{\rm pot}\) with \(\mathbf J_{\rm pot}=\sum_i\mathbf r_i\dot E_i\). Swapping the labels \(i,j\) in the first half of (3) turns \(\mathbf r_i(\mathbf G_{ij}\cdot\mathbf v_j)\) into \(\mathbf r_j(\mathbf G_{ji}\cdot\mathbf v_i)\), and the halves combine:

\[ \mathbf J_{\rm pot}=\sum_i\mathsf W_i\mathbf v_i,\qquad \mathsf W_i=\sum_{j\ne i}\mathbf r_{ij}\otimes\mathbf G_{ji}. \tag{4}\]

The velocity of atom \(i\) multiplies derivatives of its neighbours' energies with respect to \(\mathbf r_i\); its own site energy does not appear. Since (4) contains separations only, it carries over to a periodic cell, where (1) is undefined, with \(\mathbf r_{ij}\) the separation to the image that enters the site energy.

For one term, \(U_j=w_ju\) gives \(\mathbf G_{ji}=-w_j\mathbf f_i\). Then \(\mathsf W_i=-\sum_jw_j(\mathbf r_j-\mathbf r_i)\otimes\mathbf f_i\), and \(\sum_jw_j=1\) yields the centroid form

\[ \mathsf W_i=(\mathbf r_i-\mathbf r_w)\otimes\mathbf f_i,\qquad \mathbf r_w=\sum_kw_k\mathbf r_k . \tag{5}\]

The energy of the term is booked at \(\mathbf r_w\), and the power \(\mathbf f_i\cdot\mathbf v_i\) is carried from there to atom \(i\).

The convective part depends on the energy zero. Adding a constant \(\epsilon_s\) to the energy of each atom of species \(s\) adds \(\sum_s\epsilon_s\sum_{i\in s}\mathbf v_i\). For one species this vanishes at zero total momentum. With several species it does not in general. In a solid without interdiffusion, at zero total momentum, it is the time derivative of a bounded function of the displacements, a difference shown below to leave the conductivity unchanged. With interdiffusion it is not, and the heat current then requires a separate step, the subtraction of the partial-enthalpy currents from \(\mathbf J\). The shift of the energy zero itself leaves \(\mathbf J_{\rm pot}\) untouched.

## Two per-atom-stress recipes

A stress recipe replaces \(\mathsf W_i\) by a per-atom share of the virial. Recipe A shares the term virial as the energy is shared. With \(\sum_k\mathbf f_k=0\) and \(\mathbf G_{ij}=-w_i\mathbf f_j\),

\[ \mathsf S_i^A=w_i\mathsf w=w_i\sum_j(\mathbf r_j-\mathbf r_i)\otimes\mathbf f_j=-\sum_{j\ne i}\mathbf r_{ij}\otimes\mathbf G_{ij}. \tag{6}\]

Recipe B inserts the pairwise forces (2) into the pair-potential formula:

\[ \mathsf S^B_i=-\tfrac12\sum_{j\ne i}\mathbf r_{ij}\otimes(\mathbf G_{ij}-\mathbf G_{ji})=\tfrac12\left(\mathsf S_i^A+\mathsf W_i\right). \tag{7}\]

All three tensors have the same sum. Swapping labels in \(\sum_i\mathsf W_i\) gives \(\sum_{i\neq j}\mathbf r_{ji}\otimes\mathbf G_{ij}=\sum_i\mathsf S^A_i\), and (7) extends this to B. Under a homogeneous strain \(r^\beta\to r^\beta+\varepsilon^{\beta\alpha}r^\alpha\), \(\delta U=\sum_{i\ne j}G_{ij}^\beta\varepsilon^{\beta\alpha}r_{ij}^\alpha\), so the common sum is \(-\partial U/\partial\varepsilon^{\beta\alpha}\). The pressure tensor cannot distinguish the three, nor can a state in which all atoms share one velocity.

Subtracting (4) from (6) gives \(\mathsf S_i^A-\mathsf W_i=-\sum_j\mathbf r_{ij}\otimes(\mathbf G_{ij}+\mathbf G_{ji})\). The sum \(\mathbf G_{ij}+\mathbf G_{ji}\) is even under \(i\leftrightarrow j\) and \(\mathbf r_{ij}\) is odd, so the two contributions of each pair combine:

\[ \mathbf J_A-\mathbf J=-\sum_{i<j}\mathbf r_{ij}\,(\mathbf G_{ij}+\mathbf G_{ji})\cdot(\mathbf v_i-\mathbf v_j),\qquad \mathbf J_B-\mathbf J=\tfrac12(\mathbf J_A-\mathbf J). \tag{8}\]

At a given configuration the velocities are arbitrary, so a recipe reproduces \(\mathbf J\) for all velocities if and only if \(\mathsf S_i^A=\mathsf W_i\) for every \(i\). The condition \(\mathbf G_{ij}+\mathbf G_{ji}=0\) for every pair is sufficient.

## Pair, embedding and angular terms

**Pair term.** With \(\mathbf f_2=-\mathbf f_1\), the virial is \(\mathsf w=(\mathbf r_1-\mathbf r_2)\otimes\mathbf f_1\). Since \(\mathbf r_1-\mathbf r_w=(1-w_1)\mathbf r_1-w_2\mathbf r_2=w_2(\mathbf r_1-\mathbf r_2)\), equation (5) gives \(\mathsf W_1=w_2\mathsf w\), against \(\mathsf S_1^A=w_1\mathsf w\). They agree if and only if \(w_1=w_2=\tfrac12\) or the force vanishes. The stress formula is valid for pair potentials with the energy split in halves.

**Embedding term.** Take \(U_i=\Phi_i(\rho_i)\), \(\rho_i=\sum_jg_j(r_{ij})\), where \(g_j\) is the density contributed by the species of atom \(j\), and write \(\Phi_i'=d\Phi_i/d\rho_i\). Then \(\mathbf G_{ij}=\Phi'_ig_j'\hat{\mathbf r}_{ij}\) and, because \(\hat{\mathbf r}_{ji}=-\hat{\mathbf r}_{ij}\), \(\mathbf G_{ji}=-\Phi'_jg_i'\hat{\mathbf r}_{ij}\). Hence

\[ \mathbf G_{ij}+\mathbf G_{ji}=(\Phi_i'g_j'-\Phi_j'g_i')\,\hat{\mathbf r}_{ij}. \tag{9}\]

The forces are central, yet the pair sum is nonzero whenever \(\Phi_i'g_j'\neq\Phi_j'g_i'\), for instance for two sites of one species whose host densities give different slopes \(\Phi'\). The recipes then miss the instantaneous current unless these contributions to \(\mathsf S_i^A-\mathsf W_i\) cancel over the neighbours of every atom. The defect is therefore not confined to angular terms. For one species it requires a nonlinear \(\Phi\), since equal constant slopes make (9) vanish. For several species it can appear even with linear \(\Phi_i\), where the energy is a pair energy whose shares in general depend on the distance. Equality of the shares, the criterion for the constant shares of the pair term above, then no longer decides. For an isolated pair the vanishing of (9) does; with several neighbours it is sufficient but not necessary, since nonzero values can cancel in \(\mathsf S_i^A-\mathsf W_i\). Here \(\mathsf W_i\) is a sum of \(\mathbf r_{ij}\otimes\hat{\mathbf r}_{ij}\) and stays symmetric.

**Angular term.** Let atom 0 be the vertex, \(\mathbf b_{1,2}=\mathbf r_{1,2}-\mathbf r_0\), \(c=\cos\theta=\hat{\mathbf b}_1\cdot\hat{\mathbf b}_2\) and \(u=u(c)\). From \(\partial\hat b^\alpha/\partial b^\beta=(\delta^{\alpha\beta}-\hat b^\alpha\hat b^\beta)/b\),

\[ \mathbf f_1=-\frac{u'(c)}{b_1}\left(\hat{\mathbf b}_2-c\,\hat{\mathbf b}_1\right), \tag{10}\]

which is perpendicular to \(\mathbf b_1\) and has magnitude \(|u'|\sin\theta/b_1\). With the energy on the vertex, \(w=(1,0,0)\), equation (5) gives \(\mathsf W_0=0\) and \(\mathsf W_{1,2}=\mathbf b_{1,2}\otimes\mathbf f_{1,2}\), whereas \(\mathsf S_0^A=\mathsf w\) and \(\mathsf S^A_{1,2}=0\). Agreement needs \(\mathbf f_1=\mathbf f_2=0\). The antisymmetric part of \(\mathsf W_1\) is set by the torque: \(\mathsf W_1-\mathsf W_1^{T}\) has the components of \(\mathbf b_1\times\mathbf f_1\), of magnitude \(|u'|\sin\theta=|du/d\theta|\). The tensor \(\mathsf S^A_i\) is a multiple of the symmetric \(\mathsf w\) and cannot hold this part, and \(\mathsf S^B_i\) holds half of it by (7). Radial factors in \(u\) add to \(\mathbf f_1\) a component along \(\mathbf b_1\), which leaves the form of the torque as it is.

Equal thirds do not repair this, for any three-body term with atoms at distinct positions. Put \(\boldsymbol\rho_k=\mathbf r_k-\mathbf r_w\), so \(\sum_k\boldsymbol\rho_k=0\), and suppose \(\boldsymbol\rho_k\otimes\mathbf f_k=\mathsf w/3\) for all three \(k\). If \(\mathsf w=0\): at most one \(\boldsymbol\rho_k\) vanishes, so two forces vanish, and then the third. If \(\mathsf w\neq0\): three equal rank-one tensors require \(\boldsymbol\rho_k=c_k\mathbf e\) and \(\mathbf f_k=\mathbf f/c_k\) with common \(\mathbf e,\mathbf f\). Then \(\sum c_k=0\), and \(\sum1/c_k=0\) means \(c_0c_1+c_1c_2+c_0c_2=0\), so \(\sum c_k^2=(\sum c_k)^2-2(c_0c_1+c_1c_2+c_0c_2)=0\), which is impossible. With vertex shares or equal thirds, a single three-body term thus fails whenever it exerts a force. Overlapping terms can still cancel at special configurations.

## Differences that do not matter

A wrong instantaneous current need not give a wrong conductivity. Changing the shares from \(w\) to \(w'\) changes \(\sum_i\mathbf r_iE_i\) by \(\mathbf P=\sum_{\rm terms}(\mathbf r_{w'}-\mathbf r_w)u\), so by (1) the current changes by \(d\mathbf P/dt\), and \(\mathbf P\) is bounded for terms of finite range and bounded energy. The Green–Kubo conductivity in Einstein–Helfand form is proportional to \(\lim_{t\to\infty}\langle X^2\rangle/2t\) with \(X=\int_0^tJ\,dt'\). Adding \(\Delta P=P(t)-P(0)\) adds \(\langle\Delta P^2\rangle/2t\to0\) and a cross term bounded, by the Cauchy–Schwarz inequality, by \(\langle X^2\rangle^{1/2}\langle\Delta P^2\rangle^{1/2}/t\), which falls as \(t^{-1/2}\) when the conductivity is finite. The shares are free, provided \(E_i\) and \(\mathsf W_i\) use the same ones.

Part of the error (8) is of this harmless kind. In a solid without diffusion, the value of \(\mathsf S_i^A-\mathsf W_i\) at the equilibrium positions is a constant \(\mathsf D_i\), and \(\sum_i\mathsf D_i\mathbf v_i\) is the derivative of a bounded function of the displacements. The next order is bilinear in displacement and velocity. One angular model shows that this part need not be the derivative of a bounded quantity; the embedding case is not settled by it.

## A ring with tension and bending

Take \(N\) atoms of mass \(m\) at \(x_n=na\), periodic in \(x\) with length \(Na\), moving in the \(xy\) plane. Neighbours are joined by springs \(\tfrac12k(r-r_b)^2\) split in halves, under the static tension \(T_0=k(a-r_b)\). Each atom is the vertex of a term \(k_\theta(1+\cos\theta)\), which exerts no force on the straight chain. The reflection \(y\to-y\) decouples transverse from longitudinal motion at harmonic order.

Let \(\Delta_n=y_{n+1}-y_n\) and \(\delta_n=y_{n+1}-2y_n+y_{n-1}\). The bond length is \(a+\Delta_n^2/2a\) to second order, which costs \(T_0\Delta_n^2/2a\). The slopes of the two bonds at \(n\) differ by \(\delta_n/a\), so \(\pi-\theta=|\delta_n|/a\) and \(1+\cos\theta=\delta_n^2/2a^2\). With \(\kappa=k_\theta/a^2\),

\[ U_2=\sum_n\left[\frac{T_0}{2a}\Delta_n^2+\frac\kappa2\delta_n^2\right]. \]

Write \(y_n=N^{-1/2}\sum_qy_qe^{iqna}\) with \(qa=2\pi l/N\), \(l\) integer, \(y_{-q}=y_q^*\), likewise \(v_n=\dot y_n\), and \(s=\sin(qa/2)\). Then \(|\Delta_q|^2=|e^{iqa}-1|^2|y_q|^2=4s^2|y_q|^2\) and \(\delta_q=(2\cos qa-2)y_q=-4s^2y_q\), so

\[ m\omega^2=4\frac{T_0}{a}s^2+16\kappa s^4 . \tag{11}\]

With \(d(s^2)/dq=as\cos(qa/2)=\tfrac a2\sin qa\), differentiation gives \(2m\omega v_g=(4T_0/a+32\kappa s^2)\tfrac a2\sin qa\), that is

\[ v_g=\frac{(2T_0+16\kappa as^2)\sin qa}{2m\omega}. \tag{12}\]

The current along \(x\) is needed to second order. The static values of \(E_n\) and \(W_n^{xx}\) are the same on every site and multiply \(\sum_nv_n^x=0\); their changes in transverse motion are second order and multiply \(v^x_n\), which gives a higher order. What remains is \(J=\sum_nW_n^{xy}v_n\). The forces \(f^y\) are already first order, so the lever arms in (5) are taken at the lattice positions.

A bond exerts \(f^y=+T_0\Delta_n/a\) on atom \(n\), at \(-a/2\) from the midpoint, and \(-T_0\Delta_n/a\) on \(n+1\), at \(+a/2\). Summing, and dropping \(y_{n+1}v_{n+1}-y_nv_n\), which telescopes to zero on the ring,

\[ J_{\rm pair}=-\frac{T_0}2\sum_n\Delta_n(v_n+v_{n+1})=-\frac{T_0}2\sum_n(y_{n+1}v_n-y_nv_{n+1}). \]

An angle term exerts \(f^y=-\kappa\delta_n\) on \(n\pm1\) and \(+2\kappa\delta_n\) on \(n\). Vertex shares and equal thirds both put \(x_w\) at \(x_n\), so the lever arms are \(\pm a\) and 0:

\[ J_{\rm bend}=-a\kappa\sum_n\delta_n(v_{n+1}-v_{n-1}). \]

Its term virial is \(\mathsf w^{xy}=a(-\kappa\delta_n)+(-a)(-\kappa\delta_n)=0\). Recipe A therefore carries none of \(J_{\rm bend}\), whatever the shares, and B carries half by (7). Both carry \(J_{\rm pair}\) in full. Let \(\beta=1,0,\tfrac12\) label the true current, A and B.

For real sequences \(\sum_nA_nB_n=\sum_qA_qB_q^*\). The pair sum gives \((e^{iqa}-e^{-iqa})y_qv_q^*=2i\sin qa\;y_qv_q^*\). The bending sum gives \((-4s^2y_q)(2i\sin qa\;v_q)^*=8is^2\sin qa\;y_qv_q^*\). Together,

\[ J_\beta=-i\sum_q\gamma_q\,y_qv_q^*,\qquad \gamma_q=(T_0+8\beta\kappa as^2)\sin qa\equiv m\omega\tilde v_q, \tag{13}\]

and comparison with (12) shows \(\tilde v_q=v_g\) for \(\beta=1\). With \(\dot v_q=-\omega^2y_q\), the derivative is \(\dot J_\beta=-i\sum_q\gamma_q(|v_q|^2-\omega^2|y_q|^2)=0\), because \(\gamma_q\) is odd in \(q\) and the bracket is even. All three currents are conserved under the harmonic dynamics.

**Travelling wave.** For \(y_n=A\cos(qna-\omega t)\), \(0<qa<\pi\), the amplitudes are \(y_{\pm q}=\tfrac12\sqrt NAe^{\mp i\omega t}\) and \(v_{\pm q}=\mp i\omega y_{\pm q}\), so \(y_{\pm q}v_{\pm q}^*=\pm i\omega NA^2/4\). The two terms of (13) are equal and \(J_\beta=\tfrac12N\omega A^2\gamma_q\). The kinetic energy is \(\tfrac12m\sum|v_{\pm q}|^2=\tfrac14Nm\omega^2A^2\), and \(U_2=\tfrac12m\omega^2\sum|y_{\pm q}|^2\) equals it, so \(E=\tfrac12Nm\omega^2A^2\) and

\[ J=Ev_g,\qquad \frac{J_A}J=\frac1{1+\eta},\qquad\frac{J_B}J=\frac{1+\eta/2}{1+\eta},\qquad \eta=\frac{8\kappa as^2}{T_0}. \tag{14}\]

The current (4) moves the energy at the group velocity, as it must. At long wavelength under tension \(\eta\to0\) and the recipes recover. Without tension \(\eta\to\infty\): A assigns no current to a flexural wave and B half.

The difference \(J_A-J=-4N\omega A^2\kappa as^2\sin qa\) is a nonzero constant, so its time integral grows linearly and it is not the derivative of a quantity bounded along this periodic orbit. The conclusion extends to the full potential for a smooth \(P\) of displacements and velocities. Expand \(J_A-J=\dot P\) in amplitude. The left side has no first-order part, so the linear part of \(P\) is constant under harmonic motion, which leaves the total momentum and, at zero momentum, the mean displacement; both are constant under the full dynamics too. The quadratic part of \(P\) must then satisfy the identity under harmonic motion, which the travelling wave excludes.

**Thermal average.** Classically, with the \(q=0\) mode removed, \(y\) and \(v\) are independent Gaussians with \(\langle y_qy_{q'}^*\rangle=\delta_{qq'}k_BT/m\omega^2\) and \(\langle v_qv_{q'}^*\rangle=\delta_{qq'}k_BT/m\). Since \(J_\beta\) is real and conserved,

\[ \langle J_\beta(t)J_\beta(0)\rangle=\langle J_\beta J_\beta^*\rangle=\sum_{q\ne0}\gamma_q^2\frac{(k_BT)^2}{m^2\omega^2}=(k_BT)^2\sum_{q\neq0}\tilde v_q^2 . \tag{15}\]

This plateau is the ballistic weight of the transverse branch. It is not a conductivity, since its Green–Kubo integral diverges, and it leaves out anharmonic scattering, the longitudinal branch and quantum statistics.

## Worked example

The parameters are round model values: \(N=40\), \(m=2\times10^{-26}\) kg, \(a=2.0\times10^{-10}\) m, \(k=200\) N/m, \(r_b=1.9\times10^{-10}\) m, \(k_\theta=4\times10^{-19}\) J, \(A=1\times10^{-12}\) m, \(l=5\). Then \(T_0=200\times(2.0-1.9)\times10^{-10}=2.000\times10^{-9}\) N, \(T_0/a=10\) N/m, \(\kappa=4\times10^{-19}/(2.0\times10^{-10})^2=10\) N/m, \(qa=0.78540\), \(s^2=0.146447\) and \(\sin qa=0.707107\).

In (11), \(4(T_0/a)s^2=5.85786\) N/m and \(16\kappa s^4=3.43146\) N/m, so

\[ \omega=\sqrt{\frac{5.85786+3.43146}{2\times10^{-26}}}=2.1551\times10^{13}\ \text{rad/s}. \]

In (12), \(2T_0=4.00000\times10^{-9}\) N and \(16\kappa as^2=4.68629\times10^{-9}\) N, so

\[ v_g=\frac{(4.00000+4.68629)\times10^{-9}\times0.707107}{2\times2\times10^{-26}\times2.1551\times10^{13}}=7125\ \text{m/s}. \]

Dropping the second term in the numerator gives \(\tilde v_A=3281\) m/s and halving it gives \(\tilde v_B=5203\) m/s. The energy is \(E=\tfrac12\times40\times(5.85786+3.43146)\times10^{-24}=1.858\times10^{-22}\) J. The currents \(E\tilde v\) are \(J=1.324\times10^{-18}\), \(J_A=6.096\times10^{-19}\) and \(J_B=9.666\times10^{-19}\) W m. With \(\eta=4.68629/4.00000=1.17157\), equation (14) gives \(J_A/J=0.4605\) and \(J_B/J=0.7302\).

A check on the second-order expansion follows from evaluating (4), (6) and (7) with the unexpanded potential on the same wave at \(t=0\), with \(x_n=na\), \(v^x_n=0\) and complex-step derivatives of each term. The true current exceeds its harmonic value by \(4.15\times10^{-5}\) of that value, and this fractional excess falls by a factor 4.000 when \(A\) is halved. The scaling follows from symmetry: \(J\) is even under \((y,v)\to(-y,-v)\), so the term after \(A^2\) is \(A^4\). This residual belongs to the imposed state only; in the true nonlinear wave the induced longitudinal motion and the frequency shift contribute at the same order \(A^4\) and are not included. With \(r_b=a\), hence \(T_0=0\) and \(\omega\) taken from the bending term alone, the same evaluation gives \(J=4.341\times10^{-19}\) W m, \(J_B/J=0.5000\) and \(J_A/J=9.0\times10^{-5}\). The last ratio vanishes at harmonic order, so by the same symmetry it measures the part of \(J_A\) of order \(A^4\).

At 300 K, \(k_BT=4.14195\times10^{-21}\) J, and summing (15) over the 39 modes with \(q\ne0\) gives \(3.135\times10^{-32}\), \(3.898\times10^{-33}\) and \(1.338\times10^{-32}\) W² m² for the true current, A and B. The ratios to the true plateau are 0.124 and 0.427. These are classical averages, and 300 K is not in the classical regime for these parameters: at \(qa=\pi\), \(m\omega^2=40+160=200\) N/m gives \(\omega=1.0\times10^{14}\) rad/s and \(\hbar\omega\approx2.5\,k_BT\), and modes with \(\hbar\omega>k_BT\) carry about two thirds of the true plateau. The values describe a classical simulation, in which the ratios do not depend on \(T\). By (15) each is the average over modes of the squared ratio in (14), weighted by \(v_g^2\). Both ratios in (14) decrease as \(s^2\) grows, and the plateau ratios lie below the squares of 0.4605 and 0.7302, so it is the modes of shorter wavelength than \(l=5\) that pull the averages below those values.

## Implementation

1. For a potential written as terms, form coordinates relative to one atom of the term, with periodic images resolved, compute \(\mathbf f_k\) and \(\mathbf r_w\) with the shares used for \(E_k\), and add \((\mathbf r_k-\mathbf r_w)\otimes\mathbf f_k\) to \(\mathsf W_k\). Minimum-image separations suffice when each term spans less than half the smallest distance between opposite faces of the cell; otherwise each image is listed as its own neighbour.
2. For site energies that depend on a neighbour list alone, treat the directed vectors \(\mathbf r_{ij}\) and \(\mathbf r_{ji}\) as independent inputs. Only \(U_i\) then depends on the input \(\mathbf r_{ij}\), so one gradient of \(U\) yields every \(\mathbf G_{ij}\). Add \(-\mathbf r_{ij}\otimes\mathbf G_{ij}\) to \(\mathsf W_j\), which is (4) with the labels swapped; adding it to atom \(i\) produces recipe A. If \(U_i\) also depends on vectors between other atoms, as in message-passing models, the shortcut fails and (4) needs \(\partial U_j/\partial\mathbf r_i\) with the full separation \(\mathbf r_{ij}\).
3. Store nine components of \(\mathsf W_i\) and contract the force index with the velocity. Symmetrizing or transposing removes or reverses the torque part.
4. Validate against (1) on an isolated cluster of low symmetry with unequal velocities, by finite differences in time of \(\sum_i\mathbf r_iE_i\) along a trajectory. Agreement of \(\sum_i\mathsf W_i\) with the strain derivative is necessary, but both recipes share it.
